# Lindemann pressure falloff: from third-order to second-order radical recombination

When two radicals join in the gas phase, the new bond releases its energy into the molecule just formed. Unless some of that energy is removed, the molecule can use it to break the bond again. In a processing plasma the usual remover is a collision with a bath gas particle, so the recombination rate depends on pressure. This problem derives that dependence from the elementary steps and applies it to a gas in the regime of methyl recombination in argon.

**Setting.** Radicals A and B form an energized complex AB\*, which either falls apart or is stabilized by a bath particle M:

$$A+B\xrightarrow{k_a}AB^*,\qquad AB^*\xrightarrow{k_d}A+B,\qquad AB^*+M\xrightarrow{k_s}AB+M .$$

The coefficients $k_a$ and $k_s$ have the unit cm³/s, and $k_d$ has the unit 1/s. Square brackets denote number densities, except that the bath density is written $M$ and the complex density $C=[AB^*]$. The gas is uniform and at fixed temperature. The bath is in large excess, all complexes share one dissociation rate, one collision suffices for stabilization, and stable AB does not dissociate. Parts (f) and (g) relax several of these assumptions.

## (a) The effective rate coefficient

**Question.** Write the balance of the complex. Find how its population settles at fixed radical densities, and deduce the coefficient $k$ defined by $R=k[A][B]$, where $R$ is the formation rate of stable AB.

**Solution.** Complexes are gained by association and lost in two ways:

$$\frac{dC}{dt}=k_a[A][B]-k_dC-k_sMC=k_a[A][B]-\lambda C,\qquad \lambda=k_d+k_sM .$$

With $[A]$, $[B]$ and $M$ held fixed and $C(0)=0$, this linear equation has the solution

$$C(t)=\frac{k_a[A][B]}{\lambda}\left(1-e^{-\lambda t}\right).$$

Substitution confirms it: the derivative is $k_a[A][B]e^{-\lambda t}$, which equals $k_a[A][B]-\lambda C$. After a few times $1/\lambda$ the population is steady, $C=k_a[A][B]/\lambda$. If the radical densities change slowly on this time scale, $C$ follows them. Part (d) finds the error of this step.

Stable product forms at the rate $R=k_sMC$. Inserting the steady population gives

$$k=\frac{k_ak_sM}{k_d+k_sM}.$$

Dividing numerator and denominator by $k_d$ brings out a single dimensionless density:

$$k=k_a\frac{x}{1+x},\qquad x=\frac{k_sM}{k_d}=\frac{M}{M_{1/2}},\qquad M_{1/2}=\frac{k_d}{k_s}.$$

At $M=M_{1/2}$ the coefficient is half of $k_a$. This is the Lindemann falloff law.

## (b) The fate of one complex

**Question.** Obtain the factor multiplying $k_a$ without using the steady population.

**Solution.** Follow one complex from its formation. Dissociation and stabilization are independent random events with constant rates $k_d$ and $\omega=k_sM$. The probability that neither has happened by time $t$ is $e^{-(k_d+\omega)t}$. The probability that stabilization then comes first, between $t$ and $t+dt$, is this factor times $\omega\,dt$. Summing over all times,

$$P=\int_0^\infty \omega e^{-(k_d+\omega)t}\,dt=\frac{\omega}{k_d+\omega}=\frac{x}{1+x}.$$

Complexes form at the rate $k_a[A][B]$ and a fraction $P$ of them becomes stable, so $k=k_aP$, in agreement with part (a). The variable $x$ is the mean number of stabilizing encounters that a complex would have in its natural lifetime $1/k_d$. Falloff is therefore a contest between the lifetime of the complex and the time between collisions.

## (c) The two limits and the order between them

**Question.** Find the limiting laws at low and high density. Then find the overall kinetic order when the whole mixture is compressed at fixed temperature and composition. Over what pressure ratio does the order change from 2.9 to 2.1?

**Solution.** For $x\ll1$ the denominator $1+x$ tends to one, and

$$k\to k_0M,\qquad k_0=\frac{k_ak_s}{k_d},\qquad R\to k_0[A][B]M .$$

This is third-order kinetics. Most complexes dissociate, so association and dissociation nearly balance and $C\approx(k_a/k_d)[A][B]$. Stabilization drains this small population slowly and sets the rate. No simultaneous collision of three free particles is needed: the third order comes from two successive binary encounters.

For $x\gg1$ the fraction $x/(1+x)$ tends to one, and

$$k\to k_\infty=k_a,\qquad R\to k_a[A][B].$$

This is second-order kinetics. Nearly every complex is stabilized, so more bath gas cannot raise the rate further. The reciprocal of $k$ joins the limits:

$$\frac1k=\frac{k_d+k_sM}{k_ak_sM}=\frac1{k_\infty}+\frac1{k_0M}.$$

Both terms are positive, so $k$ lies below each limiting law at every finite density.

For the order, take the logarithm, $\ln k=\ln k_a+\ln x-\ln(1+x)$. At fixed temperature $x$ is proportional to $M$, hence

$$\frac{d\ln k}{d\ln M}=1-\frac{x}{1+x}=\frac1{1+x}.$$

At fixed composition $[A]$ and $[B]$ are also proportional to $M$, so the factor $[A][B]$ contributes two to the logarithmic slope of $R$:

$$\nu=\frac{d\ln R}{d\ln M}=2+\frac1{1+x}.$$

The order falls smoothly from three to two and equals 2.5 at $x=1$. If the radical densities are held fixed while bath gas is added, the slope of $R$ is $1/(1+x)$ alone.

Setting $\nu=2.9$ gives $1+x=10/9$, or $x=1/9$. Setting $\nu=2.1$ gives $1+x=10$, or $x=9$. The ratio is $9/(1/9)=81$, so the transition takes almost two decades of pressure. This width holds for a single lifetime; in the example of part (f) a spread of lifetimes makes it wider.

The order was also tested without the steady-state formula. The original rate equations for like radicals were integrated in time with $k_an_0/k_d=10^{-6}x$, where $n_0$ is the initial radical density, and the mixture was compressed at fixed composition. At $x=0.01$, 0.3, 1 and 10 the slope of the product rate agreed with $\nu$ within 0.002.

## (d) Decay of like radicals

**Question.** Let A and B be the same species, of density $n$, with product rate $R=kn^2$. Find $n(t)$ and the half-life, and the leading relative error of the steady-state step.

**Solution.** The convention matters here: $k$ counts product molecules, and each product consumes two radicals. The radical balance is

$$\frac{dn}{dt}=-2k_an^2+2k_dC .$$

With $C=k_an^2/\lambda$ this becomes

$$\frac{dn}{dt}=-2k_an^2\left(1-\frac{k_d}{\lambda}\right)=-2k_an^2\frac{k_sM}{\lambda}=-2kn^2 .$$

Dividing by $-n^2$ gives $d(1/n)/dt=2k$. Integration from $n(0)=n_0$ gives

$$n(t)=\frac{n_0}{1+2kn_0t},\qquad t_{1/2}=\frac1{2kn_0}.$$

The decay has this hyperbolic form in both pressure limits, because $M$ stays constant during the decay. A single decay curve thus cannot tell third-order from second-order kinetics. The distinction appears when $M$ is changed.

For the error, write the complex balance without dropping $dC/dt$:

$$C\left(\lambda+\frac1C\frac{dC}{dt}\right)=k_an^2 .$$

To leading order $C$ is proportional to $n^2$, so $C^{-1}dC/dt=2n^{-1}dn/dt=-4kn$. Therefore

$$C\approx\frac{k_an^2}{\lambda-4kn}\approx\frac{k_an^2}{\lambda}\left(1+\frac{4kn}{\lambda}\right).$$

The true population exceeds the steady one by the relative amount $4kn/\lambda$, since it still reflects the slightly higher radical density of a moment earlier. The radical balance is more sensitive at low density. Inserting the corrected $C$ lowers the loss rate $2kn^2$ by the relative amount $4k_ank_d/\lambda^2$, because the shrinking store of complexes returns radicals to the gas. Both errors are small if $4k_an\ll k_d+k_sM$.

## (e) Numbers for a plasma reactor

**Question.** Take $k_a=5\times10^{-11}$ cm³/s, $1/k_d=200$ ns, $k_s=3\times10^{-10}$ cm³/s, a gas temperature of 300 K and $n_0=10^{12}$ cm⁻³. Locate the transition and evaluate the kinetics from 0.01 to 100 Torr.

**Solution.** The lifetime gives $k_d=5\times10^6$ 1/s. Then

$$M_{1/2}=\frac{5\times10^6}{3\times10^{-10}}=1.67\times10^{16}\ \mathrm{cm^{-3}},$$

$$k_0=\frac{(5\times10^{-11})(3\times10^{-10})}{5\times10^6}=3\times10^{-27}\ \mathrm{cm^6/s}.$$

An ideal gas at 1 Torr and 300 K has $M=3.22\times10^{16}$ cm⁻³, so the half pressure is $1.67/3.22=0.52$ Torr, or 69 Pa. The order is 2.9 at 0.058 Torr and 2.1 at 4.7 Torr.

At 1 Torr, $x=3.22/1.67=1.93$ and

$$k=5\times10^{-11}\times\frac{1.93}{2.93}=3.29\times10^{-11}\ \mathrm{cm^3/s},$$

$$t_{1/2}=\frac1{2(3.29\times10^{-11})(10^{12})}=15.2\ \mathrm{ms}.$$

The other pressures follow in the same way, with the initial radical density held fixed:

| $p$ (Torr) | $k$ (cm³/s) | order | $t_{1/2}$ (ms) |
|---|---|---|---|
| 0.01 | $9.5\times10^{-13}$ | 2.98 | 528 |
| 0.1 | $8.1\times10^{-12}$ | 2.84 | 62 |
| 1 | $3.3\times10^{-11}$ | 2.34 | 15 |
| 10 | $4.8\times10^{-11}$ | 2.05 | 10.5 |
| 100 | $5.0\times10^{-11}$ | 2.01 | 10.1 |

The first tenfold rise in pressure shortens the half-life by a factor of 8.5; the last shortens it by about 4%. At 1 Torr neither limit serves: the third-order law overestimates $k$ by the factor $1+x=2.93$, and the second-order law by $1+1/x=1.52$.

The steady-state error is negligible here. At the half pressure $4kn=100$ 1/s and $\lambda=10^7$ 1/s, a relative error of $10^{-5}$.

The lifetime controls where the transition falls. If it were 1 ps, with $k_s$ unchanged, the half pressure would be about $10^5$ Torr. The ideal-gas, binary-collision picture is doubtful at such a density, so this number is a scale and not a prediction. It does show that a complex this short-lived, as expected when few vibrations can share the bond energy, stays third order throughout the pressures of the table.

## (f) Unequal lifetimes, weak collisions and a hotter gas

**Question.** Complexes form with different energies and hence different mean lifetimes $\tau$. Show on which side of the Lindemann curve the true coefficient lies. Next, let only a fraction $\beta$ of collisions stabilize, the rest leaving the complex unchanged. Estimate both effects, and that of heating the gas to 500 K.

**Solution.** A complex of mean lifetime $\tau$ is stabilized with probability $g(\tau)=\omega\tau/(1+\omega\tau)$, which is the result of part (b) with $k_d=1/\tau$. Averaging over newly formed complexes gives $k=k_a\langle g(\tau)\rangle$. At low density $g\approx\omega\tau$, so $k_0=k_ak_s\langle\tau\rangle$ when the mean is finite. At high density $k\to k_a$ as before. Between the limits,

$$g'(\tau)=\frac{\omega}{(1+\omega\tau)^2},\qquad g''(\tau)=-\frac{2\omega^2}{(1+\omega\tau)^3}<0 .$$

A concave function lies below its tangent at $\langle\tau\rangle$:

$$g(\tau)\le g(\langle\tau\rangle)+g'(\langle\tau\rangle)\,(\tau-\langle\tau\rangle).$$

The last term averages to zero, hence $\langle g(\tau)\rangle\le g(\langle\tau\rangle)$. The true curve lies on or below the Lindemann curve that has the same two limits. Physically, extra lifetime is of little use to a complex that would be stabilized anyway, and it cannot make up for the early loss of short-lived ones.

For a size, let the excess energy $\epsilon$ have a density proportional to $\epsilon^2e^{-\epsilon/k_BT}$, and let $\tau=\tau_0e^{-\epsilon/W}$ with $W=0.03$ eV. This is an illustrative model, not a calculation for a particular molecule. With $u=\epsilon/k_BT$ and $r=k_BT/W$,

$$\frac{\langle\tau\rangle}{\tau_0}=\frac12\int_0^\infty u^2e^{-(1+r)u}\,du=\frac1{(1+r)^3}.$$

At 300 K, $r=0.862$. Keeping $\langle\tau\rangle=200$ ns, numerical averaging gives 0.78 of the single-lifetime coefficient at 0.52 Torr. The smallest ratio found is 0.77, near 0.8 Torr. The transition also widens: the order now runs from 2.9 to 2.1 between about 0.03 and 12 Torr, a ratio near 400 in place of 81.

At 500 K, $r=0.8617\times5/3=1.4362$, and the mean lifetime changes by the factor $(1.8617/2.4362)^3=0.446$. Hotter complexes carry more energy and break sooner. With $\tau_0$, $W$, $k_a$ and $k_s$ held fixed, the pressure at which $k_sM\langle\tau\rangle=1$ becomes

$$0.518\times\frac{500}{300}\times\frac1{0.446}=1.9\ \mathrm{Torr}.$$

The factor 500/300 enters because a hotter gas needs more pressure for the same density.

For weak collisions, let $k_s$ now count all collisions. The chance that a collision precedes dissociation is $h=x/(1+x)$. Stabilization may come at the first collision, or after $j$ ineffective ones:

$$P=\sum_{j=0}^\infty h\beta\,[h(1-\beta)]^j=\frac{h\beta}{1-h(1-\beta)}=\frac{\beta x}{1+\beta x}.$$

The last step multiplies numerator and denominator by $1+x$. The law keeps its form with $k_s$ replaced by $\beta k_s$. For $\beta=0.3$ the half pressure at 300 K rises to $0.518/0.3=1.7$ Torr, and $k$ at 1 Torr falls from $3.3\times10^{-11}$ to $1.8\times10^{-11}$ cm³/s.

## (g) Competing processes and the real reactor

**Question.** Include radiative stabilization at a rate $A_r$. Then compare volume recombination with radical loss at the walls of a plane gap of width $L=3$ cm, for a loss probability $\gamma=0.001$ per wall collision. What do the results mean for a real plasma?

**Solution.** Radiation adds a second route to stable AB, so $\omega=k_sM$ becomes $k_sM+A_r$ in part (b):

$$k=k_a\frac{k_sM+A_r}{k_d+k_sM+A_r}.$$

As $M\to0$ this tends to $k_aA_r/(k_d+A_r)$, a second-order floor below the third-order range. For a rough $A_r=100$ 1/s the floor is $10^{-15}$ cm³/s. Radiation matches collisions at $M=A_r/k_s=3.3\times10^{11}$ cm⁻³, about $10^{-5}$ Torr. That is less than the example's radical density, so the floor is out of reach for this mixture.

For the walls, the one-way flux in a Maxwellian gas is $n\bar v/4$, and two walls bound a volume $L$ per unit area. If the density is uniform up to the walls and $\gamma\ll1$,

$$k_w=\gamma\,\frac{\bar v}{4}\,\frac2L=\frac{10^{-3}\times6.50\times10^4\ \mathrm{cm/s}}{2\times3\ \mathrm{cm}}=10.8\ \mathrm{s^{-1}},$$

where $\bar v=650$ m/s is the mean speed of methyl at 300 K. Depletion near the walls would lower this rate. Volume recombination removes radicals at the relative rate $2kn$, so the two are equal when

$$\frac{x}{1+x}=\frac{k_w}{2k_an}=\frac{10.8}{100}=0.108,$$

which gives $x=0.121$ and $p=0.063$ Torr. At this radical density the wall dominates below that pressure and masks much of the third-order regime in the total radical loss. As the radicals decay, $2kn$ falls and the crossing moves to higher pressure. With $\gamma=0.01$ the same estimate gives $k_w=108$ 1/s, above the largest possible volume rate of 100 1/s at this $n$. With a uniform density the walls would then dominate at every pressure. In reality diffusion to the walls slows as the pressure rises, so volume recombination can regain the larger share at high pressure while the radical density is still near this $n$. Later in the decay the wall share grows again.

Two other losses of the complex are small. Electron impact, with a rough coefficient of $10^{-7}$ cm³/s and $10^{10}$ electrons per cm³, acts at $2\times10^{-4}$ of the rate $k_d$. In free flight a complex covers about 0.009 cm in one lifetime, far less than the gap. Thermal dissociation of the stable product is also negligible: a bond energy of 3.8 eV and a prefactor of $10^{17}$ 1/s, both rough, give $5\times10^{-22}$ 1/s at 500 K. Electron impact can break the stable product much faster than this and return radicals to the gas; that source is left out here.

Methyl recombination in hydrocarbon deposition plasmas has a high-pressure coefficient of several $10^{-11}$ cm³/s near room temperature, and its falloff lies roughly around 1 Torr, so the chosen parameters give about the right size of $k$ near and above 1 Torr. They do not describe real methyl at lower pressure. Published falloff fits for argon have a low-pressure coefficient several times larger than $3\times10^{-27}$ cm⁶/s and lie about a factor of two below the Lindemann curve with the same limits at its centre. The real falloff is thus much broader than in the table, $k$ at 0.01 Torr is a few times larger, and the shift on heating exceeds the model's. The sizes that follow belong to the illustrative model. Among the corrections to $k$ estimated here, the largest come from the spread of lifetimes, weak collisions and a hotter gas. The lifetime spread lowers $k$ by about 22% at the half pressure, while weak collisions with $\beta=0.3$ move the transition up in pressure by a factor of about three. Heating to 500 K raises the pressure at which $k_sM\langle\tau\rangle=1$ by a factor of nearly four. In the spread model the pressure at which $k=k_a/2$ rises by more, a factor of about eight, because the distribution of lifetimes also becomes broader relative to its mean. The half pressure of 0.5 Torr is therefore only a rough scale for a gas at 300 K. With the spread of lifetimes included, the pressure at which $k=k_a/2$ at 500 K is more than ten times higher. The wall loss probability also depends on the state of the surface, and reactions with other radicals, such as hydrogen atoms, are left out. A measured radical decay gives $k$ only after these losses have been separated from it.

## Numbers as computed

```
Association coefficient k_a = k_inf: 5.00e-11 cm3/s
Complex lifetime: 200 ns; k_d: 5.00e+06 1/s
Stabilization coefficient k_s: 3.00e-10 cm3/s
Gas temperature: 300 K; radical density: 1.0e+12 cm-3
Low-pressure coefficient k_0: 3.00e-27 cm6/s
Half density M_half: 1.667e+16 cm-3
Half pressure: 0.518 Torr = 69.0 Pa
Order 2.9 at 0.0575 Torr; 2.1 at 4.66 Torr
Pressure ratio between these orders: 81.0
p = 0.01 Torr: M = 3.219e+14 cm-3, x = 0.0193
   k = 9.474e-13 cm3/s, order = 2.981, half-life = 527.79 ms
p = 0.1 Torr: M = 3.219e+15 cm-3, x = 0.1931
   k = 8.093e-12 cm3/s, order = 2.838, half-life = 61.78 ms
p = 1 Torr: M = 3.219e+16 cm-3, x = 1.9313
   k = 3.294e-11 cm3/s, order = 2.341, half-life = 15.18 ms
p = 10 Torr: M = 3.219e+17 cm-3, x = 19.3130
   k = 4.754e-11 cm3/s, order = 2.049, half-life = 10.52 ms
p = 100 Torr: M = 3.219e+18 cm-3, x = 193.1300
   k = 4.974e-11 cm3/s, order = 2.005, half-life = 10.05 ms
Third-order law / falloff law at 1 Torr: 2.931
Second-order law / falloff law at 1 Torr: 1.518
Half pressure for a 1 ps complex: 1.04e+05 Torr
Spread model: W = 0.030 eV, kB*T/W = 0.862
Spread / single-lifetime k at half pressure: 0.780
Smallest such ratio: 0.774 near 0.82 Torr
Mean lifetime at 500 K / at 300 K: 0.446
k_d/k_s pressure at 500 K, mean lifetime: 1.93 Torr
Weak collisions, beta = 0.3: half pressure 1.73 Torr
   k at 1 Torr: 1.834e-11 cm3/s
Gap: 3.0 cm; wall loss probability: 1.0e-03
Radical mean speed: 650.1 m/s; wall loss: 10.83 1/s
Volume loss equals wall loss at: 0.0629 Torr
Radiative rate (rough): 100 1/s; equals collisional at 1.04e-05 Torr
   radiative floor of k: 1.00e-15 cm3/s
Electron density: 1e+10 cm-3; impact coefficient: 1e-07 cm3/s
   electron-impact rate / k_d: 2.0e-04
Free-flight length of the complex in one lifetime: 0.0092 cm
Steady-state relative error at half pressure: 1.0e-05
Radical fraction of the gas at 0.01 Torr: 3.11e-03
Bond energy (rough): 3.8 eV; prefactor: 1e+17 1/s
   product dissociation at 500 K: 5.0e-22 1/s
```
